# The Orbital Transformation Method and Its Analytic Gradient: test program

```python
"""
Orbital transformation for direct energy minimization.
Result under test: for c0^T S c0 = 1 and x^T S c0 = 0,
    c(x) = c0 cos U + x U^-1 sin U,   U^2 = W = x^T S x,
is S-orthonormal, and for G = dE/dc the gradient with respect to x is
    g = G U^-1 sin U + S x (K + K^T),
    K = R [Df * (R^T G^T c0 R) + Dg * (R^T G^T x R)] R^T,
where W = R diag(u^2) R^T, * is the elementwise product, and Df, Dg are
divided differences of cos(sqrt w) and sin(sqrt w)/sqrt w.
Projection with 1 - S c0 c0^T enforces the linear constraint.
S: overlap, T: kinetic matrix, h: core Hamiltonian, F: Fock matrix,
n: basis functions, m: doubly occupied orbitals. Hartree atomic units.
The model is one-dimensional restricted Hartree-Fock with soft-Coulomb forces.
"""
import numpy as np
import mpmath as mp
from scipy.linalg import eigh, expm, cho_factor, cho_solve, null_space

rng = np.random.default_rng(7)
NODES, WEIGHTS = np.polynomial.legendre.leggauss(24)
NODES, WEIGHTS = (NODES + 1) / 2, WEIGHTS / 2


def sinc(z):
    return np.sinc(np.asarray(z) / np.pi)


def inv_sqrt(A):
    w, V = eigh(A)
    return (V / np.sqrt(w)) @ V.T


def orthonormalize(v, S):
    return v @ inv_sqrt(v.T @ S @ v)


def divided_differences(u):
    p = (u[:, None] + u[None, :]) / 2
    q = (u[:, None] - u[None, :]) / 2
    Df = -0.5 * sinc(p) * sinc(q)
    Dg = -0.5 * sum(w * t**2 * sinc(p * t) * sinc(q * t)
                    for t, w in zip(NODES, WEIGHTS))
    return Df, Dg


def spectrum(x, S):
    w, R = eigh(x.T @ S @ x)
    return np.sqrt(np.clip(w, 0, None)), R


def orbitals(x, c0, S):
    u, R = spectrum(x, S)
    return c0 @ (R * np.cos(u)) @ R.T + x @ (R * sinc(u)) @ R.T


def orbitals_expm(x, c0, S):
    """Independent evaluation: rotate c0 with a full n x n exponential."""
    return expm(x @ c0.T @ S - c0 @ x.T @ S) @ c0


def gradient_parts(x, c0, S, G):
    u, R = spectrum(x, S)
    Df, Dg = divided_differences(u)
    K = R @ (Df * (R.T @ G.T @ c0 @ R) + Dg * (R.T @ G.T @ x @ R)) @ R.T
    return G @ (R * sinc(u)) @ R.T, S @ x @ (K + K.T)


def constrained_gradient(x, c0, S, G):
    direct, response = gradient_parts(x, c0, S, G)
    g = direct + response
    return g - S @ c0 @ (c0.T @ g)


class Model:
    wells = np.array([-4.5, -1.5, 1.5, 4.5])
    charge = 2.0
    m = 4

    def __init__(self, spacing, exponent):
        self.dx = 0.1
        r = np.linspace(-14, 14, 281)
        count = int(round(18 / spacing)) + 1
        centres = np.linspace(-9, 9, count)
        d = r[:, None] - centres[None, :]
        norm = (2 * exponent / np.pi)**0.25
        self.phi = norm * np.exp(-exponent * d**2)
        slope = -2 * exponent * d * self.phi
        self.n = count
        self.S = self.phi.T @ self.phi * self.dx
        self.T = 0.5 * slope.T @ slope * self.dx
        self.kernel = 1 / np.sqrt((r[:, None] - r[None, :])**2 + 1)
        dist = r[:, None] - self.wells[None, :]
        v = -self.charge * np.sum(1 / np.sqrt(dist**2 + 1), axis=1)
        self.h = self.T + self.phi.T @ (v[:, None] * self.phi) * self.dx
        guess = np.exp(-dist**2)
        start = np.linalg.solve(self.S, self.phi.T @ guess * self.dx)
        self.c0 = orthonormalize(start, self.S)

    def fock(self, P):
        rho = self.phi @ P @ self.phi.T
        v = self.kernel @ np.diag(rho) * self.dx
        J = self.phi.T @ (v[:, None] * self.phi) * self.dx
        X = self.phi.T @ (rho * self.kernel) @ self.phi * self.dx**2
        return self.h + 2 * J - X

    def energy_and_G(self, c):
        P = c @ c.T
        F = self.fock(P)
        return np.sum(P * (self.h + F)), 4 * F @ c


def scf(model):
    """Damped repeated diagonalization, started from the core Hamiltonian."""
    S, m = model.S, model.m
    c = eigh(model.h, S)[1][:, :m]
    P = c @ c.T
    for _ in range(1500):
        e, C = eigh(model.fock(P), S)
        c = C[:, :m]
        D = c @ c.T - P
        if np.sqrt(abs(np.trace(D @ S @ D @ S))) < 1e-10:
            break
        P = P + 0.3 * D
    else:
        raise AssertionError("diagonalization did not converge")
    return model.energy_and_G(c)[0], c, e


def minimize(model, M, tol=1e-7, limit=1500):
    """Preconditioned conjugate gradients in x, without orthonormalization."""
    S, c0 = model.S, model.c0
    factor, metric = cho_factor(M), cho_factor(S)

    def evaluate(x):
        E, G = model.energy_and_G(orbitals(x, c0, S))
        return E, constrained_gradient(x, c0, S, G)

    def precondition(g):
        z = cho_solve(factor, g)
        return z - c0 @ (c0.T @ S @ z)

    x = np.zeros_like(c0)
    E, g = evaluate(x)
    z = precondition(g)
    d, t, history = -z, 0.1, []
    for iteration in range(limit):
        residual = np.sqrt(np.sum(g * cho_solve(metric, g)))
        history.append((E, residual))
        if residual < tol:
            return x, E, iteration, history
        slope = np.sum(g * d)
        if slope >= 0:
            d = -z
            slope = np.sum(g * d)
        length = np.sqrt(np.sum(d * (S @ d)))
        trial = min(t, 0.1 / length)
        slope_trial = np.sum(evaluate(x + trial * d)[1] * d)
        curvature = (slope_trial - slope) / trial
        t = -slope / curvature if curvature > 0 else 2 * trial
        t = min(t, 0.5 / length)
        E_new, g_new = evaluate(x + t * d)
        halvings = 0
        while E_new > E + 1e-4 * t * slope + 1e-11:
            t /= 2
            halvings += 1
            assert halvings < 40, "line search failed"
            E_new, g_new = evaluate(x + t * d)
        x = x + t * d
        z_new = precondition(g_new)
        beta = max(0.0, np.sum((g_new - g) * z_new) / np.sum(g * z))
        d = -z_new + beta * d
        E, g, z = E_new, g_new, z_new
    raise AssertionError("direct minimization did not converge")


def x_from_subspace(c, c0, S):
    y = c @ np.linalg.inv(c0.T @ S @ c) - c0
    v, R = spectrum(y, S)
    v = np.maximum(v, 1e-12)
    return y @ (R * (np.arctan(v) / v)) @ R.T


def random_admissible(c0, S):
    v = inv_sqrt(S) @ rng.normal(size=c0.shape)
    return v - c0 @ (c0.T @ S @ v)


def x_with_angles(u, c0, S):
    Q = orthonormalize(random_admissible(c0, S), S)
    V = np.linalg.qr(rng.normal(size=(len(u), len(u))))[0]
    return Q @ np.diag(u) @ V.T


coarse, fine = Model(0.75, 1.0), Model(0.375, 4.0)
S, c0, m = coarse.S, coarse.c0, coarse.m
print(f"well charge {coarse.charge:.1f} e; positions {coarse.wells} bohr")
print(f"occupied orbitals m = {m}; electrons = {2 * m}")
for name, model in (("coarse", coarse), ("fine", fine)):
    print(f"{name} basis: n = {model.n}, free variables m(n-m) = "
          f"{m * (model.n - m)}, cond(S) = {np.linalg.cond(model.S):.0f}")

# Stable divided differences against 50-digit arithmetic.
mp.mp.dps = 50
a, b = 0.9, 0.9 + 1e-10
A, B = mp.mpf(a), mp.mpf(b)
exact_f = float((mp.cos(A) - mp.cos(B)) / (A**2 - B**2))
exact_g = float((mp.sin(A) / A - mp.sin(B) / B) / (A**2 - B**2))
Df, Dg = divided_differences(np.array([a, b]))
naive = (np.cos(a) - np.cos(b)) / (a**2 - b**2)
stable_error = max(abs(Df[0, 1] / exact_f - 1), abs(Dg[0, 1] / exact_g - 1))
naive_error = abs(naive / exact_f - 1)
assert stable_error < 1e-12 and naive_error > 100 * stable_error
print(f"near-degenerate u = 0.9, gap 1e-10 rad: Df = {Df[0, 1]:.8f}, "
      f"Dg = {Dg[0, 1]:.8f}")
print(f"relative error: stable {stable_error:.1e}, naive Df {naive_error:.1e}")

# Transformation and gradient against the full exponential.
band = np.array([1.0, 0.7, 0.4, 0.2])


def hf_energy(c):
    return coarse.energy_and_G(c)


def weighted_energy(c):
    """A functional that is not invariant under orbital rotations."""
    hc = coarse.h @ c
    return np.sum(c * hc * band), 2 * hc * band


cases = {"generic": [0.4, 0.9, 1.3, 2.0],
         "degenerate": [0.8, 0.8, 0.8, 0.8],
         "rank-deficient": [0.0, 0.0, 0.6, 1.1]}
for name, angles in cases.items():
    x = x_with_angles(angles, c0, S)
    c = orbitals(x, c0, S)
    assert np.max(abs(c - orbitals_expm(x, c0, S))) < 1e-9
    ortho = np.max(abs(c.T @ S @ c - np.eye(m)))
    assert ortho < 1e-10
    worst = 0.0
    for functional in (weighted_energy, hf_energy):
        G = functional(c)[1]
        g = constrained_gradient(x, c0, S, G)
        for _ in range(4):
            d = random_admissible(c0, S)
            d /= np.sqrt(np.sum(d * (S @ d)))
            step = 1e-3
            f = [functional(orbitals_expm(x + k * step * d, c0, S))[0]
                 for k in (-2, -1, 1, 2)]
            numeric = (f[0] - 8 * f[1] + 8 * f[2] - f[3]) / (12 * step)
            analytic = np.sum(g * d)
            worst = max(worst, abs(numeric - analytic) / max(1, abs(numeric)))
    assert worst < 1e-6
    print(f"{name} u = {angles} rad: orthonormality error {ortho:.1e}, "
          f"gradient error {worst:.1e}")
    if name == "generic":
        direct = np.sum(gradient_parts(x, c0, S, G)[0] * d)
        assert abs(direct - numeric) > 1e-3
        print(f"  one HF slope: analytic {analytic:.8f}, finite difference "
              f"{numeric:.8f} Ha/rad")
        print(f"  same slope without the K term: {direct:.8f} Ha/rad")
        bad = orbitals(x + 0.1 * c0, c0, S)
        bad_error = np.max(abs(bad.T @ S @ bad - np.eye(m)))
        assert bad_error > 1e-3
        print(f"  orthonormality error for x + 0.1 c0: {bad_error:.4f}")

# Local uniqueness of the chart and its loss at two right angles.
ns, ms = 7, 2
raw = rng.normal(size=(ns, ns))
Ss = np.eye(ns) + 0.1 * raw @ raw.T
cs = orthonormalize(rng.normal(size=(ns, ms)), Ss)
Q = orthonormalize(null_space(cs.T @ Ss), Ss)
frame = np.hstack([cs, Q])
for angles in ([0.7, 1.2], [np.pi / 2, np.pi / 2]):
    Y = np.linalg.qr(rng.normal(size=(ns - ms, ms)))[0] @ np.diag(angles)
    columns = []
    for k in range(Y.size):
        dY = np.zeros(Y.size)
        dY[k] = 1e-4
        dY = dY.reshape(Y.shape)
        projectors = []
        for sign in (1, -1):
            c = frame.T @ Ss @ orbitals_expm(Q @ (Y + sign * dY), cs, Ss)
            projectors.append(c @ c.T)
        columns.append((projectors[0] - projectors[1]).ravel() / 2e-4)
    rank = int(np.sum(np.linalg.svd(np.array(columns))[1] > 1e-5))
    assert rank == (Y.size if max(angles) < 1.5 else Y.size - 1)
    print(f"n=7, m=2, u = {np.round(angles, 4)} rad: "
          f"independent directions {rank} of {Y.size}")

# Frozen-Fock second variation at x = 0.
F0 = coarse.fock(c0 @ c0.T)
d = random_admissible(c0, S)
d /= np.sqrt(np.sum(d * (S @ d)))
step, values = 1e-2, []
for k in (-2, -1, 0, 1, 2):
    c = orbitals_expm(k * step * d, c0, S)
    values.append(2 * np.sum(c * (F0 @ c)))
second = np.dot([-1, 16, -30, 16, -1], values) / (12 * step**2)
formula = 4 * np.trace(d.T @ F0 @ d - d.T @ S @ d @ c0.T @ F0 @ c0)
assert abs(second - formula) < 1e-6 * max(1, abs(formula))
print(f"frozen-Fock curvature: numerical {second:.6f}, "
      f"formula {formula:.6f} Ha/rad^2")

# Direct minimization against diagonalization, in both bases.
shift = 1.0
print(f"kinetic preconditioner M = T + sigma S, sigma = {shift:.1f} Ha")
print("stopping residual sqrt(tr g^T S^-1 g) = 1e-7 Ha")
for name, model in (("coarse", coarse), ("fine", fine)):
    S, c0 = model.S, model.c0
    E_ref, c_ref, levels = scf(model)
    x_ref = x_from_subspace(c_ref, c0, S)
    counts = []
    for M in (S, model.T + shift * S):
        x, E, iterations, history = minimize(model, M)
        counts.append(iterations)
        dx = x - x_ref
        x_error = np.sqrt(np.sum(dx * (S @ dx)))
        assert abs(E - E_ref) < 1e-9 and x_error < 1e-6
    u = spectrum(x, S)[0]
    overlaps = np.linalg.svd(c0.T @ S @ c_ref)[1]
    principal = np.sort(np.arccos(np.clip(overlaps, -1, 1)))
    assert np.max(abs(u - principal)) < 1e-6 and u[-1] < np.pi / 2
    c = orbitals(x, c0, S)
    F = model.fock(c @ c.T)
    stationarity = F @ c - S @ c @ (c.T @ F @ c)
    assert np.max(abs(stationarity)) < 1e-6
    ortho = np.max(abs(c.T @ S @ c - np.eye(m)))
    constraint = np.max(abs(x.T @ S @ c0))
    assert ortho < 1e-9 and constraint < 1e-9
    print(f"{name}: E start {history[0][0]:.8f}, E direct {E:.8f}, "
          f"E diagonalization {E_ref:.8f} Ha")
    print(f"  orbital gap {levels[m] - levels[m - 1]:.5f} Ha; "
          f"final u = {np.round(u, 5)} rad")
    print(f"  S-norm difference in x {x_error:.1e}; constraint "
          f"{constraint:.1e}; orthonormality {ortho:.1e}")
    print(f"  iterations: overlap metric {counts[0]}, kinetic {counts[1]}")
assert counts[1] < counts[0]
print("fine basis, kinetic preconditioner:")
for k in (0, 1, 2, 4, 8, 12):
    if k < len(history):
        print(f"  iteration {k}: E - E_ref = {history[k][0] - E_ref:.3e} Ha, "
              f"residual {history[k][1]:.3e} Ha")

print("finished without a failed check")
```

Printed output:

```
well charge 2.0 e; positions [-4.5 -1.5  1.5  4.5] bohr
occupied orbitals m = 4; electrons = 8
coarse basis: n = 25, free variables m(n-m) = 84, cond(S) = 2502
fine basis: n = 49, free variables m(n-m) = 180, cond(S) = 3020
near-degenerate u = 0.9, gap 1e-10 rad: Df = -0.43518162, Dg = -0.15355140
relative error: stable 2.2e-16, naive Df 3.0e-07
generic u = [0.4, 0.9, 1.3, 2.0] rad: orthonormality error 1.6e-15, gradient error 1.4e-10
  one HF slope: analytic -0.67650522, finite difference -0.67650522 Ha/rad
  same slope without the K term: -2.05936710 Ha/rad
  orthonormality error for x + 0.1 c0: 0.1169
degenerate u = [0.8, 0.8, 0.8, 0.8] rad: orthonormality error 1.5e-15, gradient error 2.7e-11
rank-deficient u = [0.0, 0.0, 0.6, 1.1] rad: orthonormality error 1.6e-15, gradient error 4.1e-11
n=7, m=2, u = [0.7 1.2] rad: independent directions 10 of 10
n=7, m=2, u = [1.5708 1.5708] rad: independent directions 9 of 10
frozen-Fock curvature: numerical 16.571362, formula 16.571362 Ha/rad^2
kinetic preconditioner M = T + sigma S, sigma = 1.0 Ha
stopping residual sqrt(tr g^T S^-1 g) = 1e-7 Ha
coarse: E start -12.70840841, E direct -14.25569942, E diagonalization -14.25569942 Ha
  orbital gap 0.67085 Ha; final u = [0.3529  0.3573  0.39031 0.40677] rad
  S-norm difference in x 5.8e-09; constraint 2.0e-16; orthonormality 1.3e-15
  iterations: overlap metric 34, kinetic 13
fine: E start -12.70840840, E direct -14.25521968, E diagonalization -14.25521968 Ha
  orbital gap 0.71044 Ha; final u = [0.35181 0.35726 0.38958 0.40598] rad
  S-norm difference in x 3.2e-09; constraint 2.1e-16; orthonormality 8.9e-16
  iterations: overlap metric 67, kinetic 13
fine basis, kinetic preconditioner:
  iteration 0: E - E_ref = 1.547e+00 Ha, residual 4.668e+00 Ha
  iteration 1: E - E_ref = 1.608e-01 Ha, residual 1.168e+00 Ha
  iteration 2: E - E_ref = 1.462e-02 Ha, residual 4.277e-01 Ha
  iteration 4: E - E_ref = 3.135e-05 Ha, residual 2.172e-02 Ha
  iteration 8: E - E_ref = 1.955e-10 Ha, residual 5.006e-05 Ha
  iteration 12: E - E_ref = 0.000e+00 Ha, residual 1.050e-07 Ha
finished without a failed check
```
